# Electron counting in octahedral boron cages: B6H6 dianion, CaB6 and LaB6: a numerical check

```python
# Result under test: an octahedral cage of six sp atoms has seven bonding
# skeletal orbitals (a1g + t1u + t2g), and a cubic lattice of such cages joined
# vertex to vertex has ten bonding bands, i.e. a closed count of 20 electrons.
# Symbols: e_s, e_p on-site energies; v_ss, v_sp, v_sig, v_pi two-centre
# hoppings (eV); alpha, beta, gamma on-site energy of the inward hybrid, its
# hopping to a neighbouring inward hybrid, and to a neighbouring tangential p.
# Orbital order on each atom: s, x, y, z. Atom order: +x, -x, +y, -y, +z, -z.
import itertools
import numpy as np

e_s, e_p = -5.0, 0.0
v_ss, v_sp, v_sig, v_pi = -3.0, 4.0, 5.0, -2.0
e_h, v_ss_h, v_sp_h = -3.0, -4.0, 5.0
axes = np.eye(3)
atoms = np.array([sign * axes[a] for a in range(3) for sign in (1, -1)])


def hop(direction):
    """Two-centre 4x4 hopping block from an atom to one along direction."""
    d = np.asarray(direction, float)
    d = d / np.linalg.norm(d)
    block = np.zeros((4, 4))
    block[0, 0] = v_ss
    block[0, 1:] = v_sp * d
    block[1:, 0] = -v_sp * d
    block[1:, 1:] = v_pi * np.eye(3) + (v_sig - v_pi) * np.outer(d, d)
    return block


def cage(trans_scale=0.0):
    h = np.kron(np.eye(6), np.diag([e_s, e_p, e_p, e_p]))
    for i in range(6):
        for j in range(6):
            if i == j:
                continue
            is_trans = atoms[i] @ atoms[j] < -0.5
            scale = trans_scale if is_trans else 1.0
            h[4*i:4*i+4, 4*j:4*j+4] = scale * hop(atoms[j] - atoms[i])
    return h


# ---- the 48 operations of the octahedron and their action on orbitals ----
operations = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        operations.append(np.diag(signs) @ axes[list(perm)])
rep, rep_atoms = [], []
for g in operations:
    matrix, moved = np.zeros((24, 24)), np.zeros((6, 6))
    for i in range(6):
        j = int(np.argmax(atoms @ (g @ atoms[i])))
        moved[j, i] = 1
        matrix[4*j, 4*i] = 1
        matrix[4*j+1:4*j+4, 4*i+1:4*i+4] = g
    rep.append(matrix)
    rep_atoms.append(moved)
rep, rep_atoms = np.array(rep), np.array(rep_atoms)
det = np.array([np.linalg.det(g) for g in operations])
tr = np.array([np.trace(g) for g in operations])
tr_square = np.array([np.trace(g @ g) for g in operations])
squares = np.array([np.abs(np.diag(g)).sum() for g in operations])
chi_t2g = (tr**2 + tr_square) / 2 - squares
irreps = {"a1g": np.ones(48), "eg": squares - 1, "t1g": det * tr,
          "t2g": chi_t2g, "t1u": tr, "t2u": det * chi_t2g}
for chi in irreps.values():
    assert abs(np.mean(chi**2) - 1) < 1e-10


def content(vectors, matrices):
    """Irreps contained in the space spanned by orthonormal columns."""
    chi = np.einsum("gij,ia,ja->g", matrices, vectors, vectors)
    result = {}
    for name, chi_irrep in irreps.items():
        number = np.mean(chi * chi_irrep)
        assert abs(number - round(number)) < 1e-7
        if round(number):
            result[name] = int(round(number))
    return result


def show(counts):
    return " + ".join((str(n) if n > 1 else "") + k for k, n in counts.items())


inward, outward = np.zeros((24, 6)), np.zeros((24, 6))
tangential = []
for i in range(6):
    inward[4*i, i] = outward[4*i, i] = 1 / np.sqrt(2)
    inward[4*i+1:4*i+4, i] = -atoms[i] / np.sqrt(2)
    outward[4*i+1:4*i+4, i] = atoms[i] / np.sqrt(2)
    for a in range(3):
        if abs(atoms[i, a]) < 0.5:
            tangential.append(np.eye(24)[4*i+1+a])
tangential = np.array(tangential).T
radial_content = content(inward, rep)
tangential_content = content(tangential, rep)
assert radial_content == {"a1g": 1, "eg": 1, "t1u": 1}
assert tangential_content == {"t1g": 1, "t2g": 1, "t1u": 1, "t2u": 1}

# ---- explicit symmetry orbitals, tested with projectors ----
h_cage = cage()
assert max(np.abs(d @ h_cage - h_cage @ d).max() for d in rep) < 1e-10


def p(atom, axis):
    return np.eye(24)[4*atom + 1 + axis]


salc = {
    "a1g": inward.sum(axis=1) / np.sqrt(6),
    "eg": inward @ np.array([-1, -1, -1, -1, 2, 2]) / np.sqrt(12),
    "t1u radial": (inward[:, 4] - inward[:, 5]) / np.sqrt(2),
    "t1u tangential": (p(0, 2) + p(1, 2) + p(2, 2) + p(3, 2)) / 2,
    "t2g": (p(0, 1) - p(1, 1) + p(2, 0) - p(3, 0)) / 2,
    "t1g": (p(0, 1) - p(1, 1) - p(2, 0) + p(3, 0)) / 2,
    "t2u": (p(0, 2) + p(1, 2) - p(2, 2) - p(3, 2)) / 2}
for name, vector in salc.items():
    chi = irreps[name.split()[0]]
    projector = chi[0 if False else int(np.argmax(tr))] / 48 * np.einsum(
        "g,gij->ij", chi, rep)
    assert abs(vector @ vector - 1) < 1e-12
    assert np.abs(projector @ vector - vector).max() < 1e-10

# ---- skeletal levels: derived formulas against diagonalization ----
alpha = (e_s + e_p) / 2
beta = (v_ss - np.sqrt(2) * v_sp - (v_sig - v_pi) / 2) / 2
gamma = -(v_sp / np.sqrt(2) + (v_sig + v_pi) / 2) / np.sqrt(2)
assert abs(inward[:, 0] @ h_cage @ inward[:, 2] - beta) < 1e-10
assert abs(inward[:, 4] @ h_cage @ p(0, 2) - gamma) < 1e-10
coupling = 2 * np.sqrt(2) * gamma
assert abs(salc["t1u radial"] @ h_cage @ salc["t1u tangential"]
           - coupling) < 1e-10
mean, half = (alpha + 2*v_pi) / 2, (alpha - 2*v_pi) / 2
root = np.sqrt(half**2 + coupling**2)
formula = [("a1g", alpha + 4*beta, 1), ("t1u", mean - root, 3),
           ("t2g", -(v_sig - v_pi), 3), ("t2u", -2*v_pi, 3),
           ("t1u", mean + root, 3), ("t1g", v_sig - v_pi, 3),
           ("eg", alpha - 2*beta, 2)]
formula.sort(key=lambda item: item[1])
skeletal = np.hstack([inward, tangential])
levels, vectors = np.linalg.eigh(skeletal.T @ h_cage @ skeletal)
vectors = skeletal @ vectors
start = 0
for name, energy, size in formula:
    assert np.allclose(levels[start:start+size], energy, atol=1e-9)
    assert content(vectors[:, start:start+size], rep) == {name: 1}
    start += size
assert start == 18
n_skeletal = int(np.sum(levels < min(alpha, e_p)))
assert n_skeletal == 7 and levels[7] > max(alpha, e_p)
seven = vectors[:, :7]
assert content(seven, rep) == {"a1g": 1, "t2g": 1, "t1u": 1}
levels_trans = np.linalg.eigvalsh(skeletal.T @ cage(0.5) @ skeletal)
assert levels_trans[6] < min(alpha, e_p) and levels_trans[7] > max(alpha, e_p)

# ---- cage capped by six hydrogen atoms ----
h_capped = np.zeros((30, 30))
h_capped[:24, :24] = h_cage
for i in range(6):
    link = np.concatenate([[v_ss_h], -v_sp_h * atoms[i]])
    h_capped[4*i:4*i+4, 24+i] = h_capped[24+i, 4*i:4*i+4] = link
    h_capped[24+i, 24+i] = e_h
rep_capped = np.zeros((48, 30, 30))
rep_capped[:, :24, :24], rep_capped[:, 24:, 24:] = rep, rep_atoms
capped, capped_vectors = np.linalg.eigh(h_capped)
electrons_capped = 6 * (3 + 1) + 2
n_capped = electrons_capped // 2
capped_gaps = np.diff(capped)
assert capped[n_capped-1] < e_s and capped[n_capped] > e_p
capped_content = content(capped_vectors[:, :n_capped], rep_capped)
assert capped_content == {"a1g": 2, "eg": 1, "t2g": 1, "t1u": 2}

# ---- cubic lattice of cages joined vertex to vertex ----
n_grid = 12
k_line = 2 * np.pi * np.arange(n_grid) / n_grid
k_points = np.array(list(itertools.product(k_line, repeat=3)))


def lattice(link_scale):
    h = np.tile(h_cage.astype(complex), (len(k_points), 1, 1))
    for a in range(3):
        i, j = 4 * (2*a), 4 * (2*a + 1)
        phase = np.exp(1j * k_points[:, a])[:, None, None]
        block = link_scale * hop(axes[a]) * phase
        h[:, i:i+4, j:j+4] += block
        h[:, j:j+4, i:i+4] += block.conj().transpose(0, 2, 1)
    return h


def band_gap(energies, n_filled):
    return energies[:, n_filled].min() - energies[:, n_filled-1].max()


bands, states = np.linalg.eigh(lattice(1.0))
gap_18, gap_20 = band_gap(bands, 9), band_gap(bands, 10)
assert gap_20 > 1.0 and gap_18 < 1e-8
occupied = states[:, :, :10]
weight_seven = np.mean(np.sum(np.abs(np.einsum(
    "ia,kin->kan", seven, occupied))**2, axis=(1, 2)))
weight_bond = weight_anti = 0.0
for a in range(3):
    phase = np.exp(1j * k_points[:, a])[:, None]
    first, second = phase * outward[:, 2*a], outward[:, 2*a+1]
    for sign in (1, -1):
        orbital = (first + sign * second) / np.sqrt(2)
        amplitude = np.einsum("ki,kin->kn", orbital.conj(), occupied)
        weight = np.mean(np.sum(np.abs(amplitude)**2, axis=1))
        if sign == 1:
            weight_bond += weight
        else:
            weight_anti += weight
assert weight_seven > 0.9 * 7
assert weight_bond > 0.9 * 3 and weight_anti < 0.1 * 3

sorted_energies = np.sort(bands.ravel())
fermi_21 = sorted_energies[21 * len(k_points) // 2 - 1]
band_11 = bands[:, 10]
assert band_11.min() + 0.05 < fermi_21 < band_11.max()

weak_scale = 0.15
weak_bands = np.linalg.eigvalsh(lattice(weak_scale))
gap_weak = band_gap(weak_bands, 10)
assert gap_weak < 1e-8

# ---- numbers for the text ----
print(f"on-site energies s, p: {e_s:.1f}, {e_p:.1f} eV")
print(f"hoppings ss, sp, pp-sigma, pp-pi: {v_ss:.1f}, {v_sp:.1f}, "
      f"{v_sig:.1f}, {v_pi:.1f} eV")
print(f"hydrogen level, ss, sp hoppings: {e_h:.1f}, {v_ss_h:.1f}, "
      f"{v_sp_h:.1f} eV")
print("radial set:", show(radial_content))
print("tangential set:", show(tangential_content))
print(f"alpha, beta, gamma: {alpha:.3f}, {beta:.3f}, {gamma:.3f} eV")
print(f"t1u coupling 2 sqrt(2) gamma: {coupling:.3f} eV")
print(f"t1u condition: 2 alpha v_pi = {2*alpha*v_pi:.2f} eV^2, "
      f"8 gamma^2 = {8*gamma**2:.2f} eV^2")
for name, energy, size in formula:
    print(f"skeletal level {name} (degeneracy {size}): {energy:.3f} eV")
print("number of bonding skeletal orbitals:", n_skeletal)
print(f"skeletal gap above seventh orbital: {levels[7]-levels[6]:.3f} eV")
print(f"with cross-cage hopping at half strength, levels 7 and 8: "
      f"{levels_trans[6]:.3f}, {levels_trans[7]:.3f} eV")
print("capped cage, valence electrons:", electrons_capped)
print("capped cage, skeletal electrons:", electrons_capped - 12)
print("capped cage, filled orbitals:", n_capped, "=", show(capped_content))
print(f"capped cage, highest filled and lowest empty level: "
      f"{capped[n_capped-1]:.3f}, {capped[n_capped]:.3f} eV")
print(f"k points in the zone: {len(k_points)}")
print(f"framework, top of band 10: {bands[:, 9].max():.3f} eV")
print(f"framework, bottom of band 11: {band_11.min():.3f} eV")
print(f"framework gap at 20 electrons: {gap_20:.3f} eV")
print(f"band 10 minimum minus band 9 maximum (18 electrons): {gap_18:.3f} eV")
print(f"filled weight in seven cage orbitals: {weight_seven:.3f} of 7")
print(f"filled weight in link bonding orbitals: {weight_bond:.3f} of 3")
print(f"filled weight in link antibonding orbitals: {weight_anti:.3f} of 3")
print(f"top of band 11: {band_11.max():.3f} eV")
print(f"Fermi level at 21 electrons: {fermi_21:.3f} eV")
print(f"link hopping scale in weak-link test: {weak_scale:.2f}")
print(f"weak links, band 11 minimum minus band 10 maximum: {gap_weak:.3f} eV")
for name, cation_electrons in (("B6 alone", 0), ("CaB6", 2), ("LaB6", 3)):
    print(f"electrons per cell, {name}: {6*3 + cation_electrons}")
print("all good")
```

It prints:

```
on-site energies s, p: -5.0, 0.0 eV
hoppings ss, sp, pp-sigma, pp-pi: -3.0, 4.0, 5.0, -2.0 eV
hydrogen level, ss, sp hoppings: -3.0, -4.0, 5.0 eV
radial set: a1g + eg + t1u
tangential set: t1g + t2g + t1u + t2u
alpha, beta, gamma: -2.500, -6.078, -3.061 eV
t1u coupling 2 sqrt(2) gamma: -8.657 eV
t1u condition: 2 alpha v_pi = 10.00 eV^2, 8 gamma^2 = 74.94 eV^2
skeletal level a1g (degeneracy 1): -26.814 eV
skeletal level t1u (degeneracy 3): -11.939 eV
skeletal level t2g (degeneracy 3): -7.000 eV
skeletal level t2u (degeneracy 3): 4.000 eV
skeletal level t1u (degeneracy 3): 5.439 eV
skeletal level t1g (degeneracy 3): 7.000 eV
skeletal level eg (degeneracy 2): 9.657 eV
number of bonding skeletal orbitals: 7
skeletal gap above seventh orbital: 11.000 eV
with cross-cage hopping at half strength, levels 7 and 8: -6.000, 3.000 eV
capped cage, valence electrons: 26
capped cage, skeletal electrons: 14
capped cage, filled orbitals: 13 = 2a1g + eg + t2g + 2t1u
capped cage, highest filled and lowest empty level: -7.000, 2.878 eV
k points in the zone: 1728
framework, top of band 10: -5.000 eV
framework, bottom of band 11: 2.000 eV
framework gap at 20 electrons: 7.000 eV
band 10 minimum minus band 9 maximum (18 electrons): -2.871 eV
filled weight in seven cage orbitals: 6.850 of 7
filled weight in link bonding orbitals: 2.982 of 3
filled weight in link antibonding orbitals: 0.092 of 3
top of band 11: 3.867 eV
Fermi level at 21 electrons: 2.647 eV
link hopping scale in weak-link test: 0.15
weak links, band 11 minimum minus band 10 maximum: 0.000 eV
electrons per cell, B6 alone: 18
electrons per cell, CaB6: 20
electrons per cell, LaB6: 21
all good
```
